# Voltage per Grain Boundary in a Polycrystalline Channel

## Problem

A polycrystalline semiconductor channel is 10 µm long, and 10 V is applied between its ends. The film is made of columnar grains 50 nm long in the direction of the current, placed in a single row from one contact to the other.

1. Estimate the voltage that falls at each grain boundary.
2. Find it from a model of the boundaries and grains, using the data below.
3. Decide when the result describes every boundary and when it describes only their average.

The film is n-type and ungated, at temperature $T=300$ K. Its parameters are rough values in the regime of polycrystalline zinc oxide:

- donor density $n=10^{18}$ cm⁻³, equal to the electron density inside the grains;
- filled electron traps at each boundary, $N_t=2.5\times10^{12}$ cm⁻²;
- relative permittivity 8.5 and effective mass $m=0.28$ electron masses;
- mobility inside a grain $\mu=50$ cm²/Vs;
- film thickness $t=50$ nm.

Contact resistance is neglected at first. Voltages and barriers are positive magnitudes. A barrier of $\phi$ volts costs an electron the energy $q\phi$, where $q$ is the elementary charge, so a barrier in meV has the same numerical value as one in mV.

## First estimate by scaling

If the film looks uniform on a scale much larger than a grain, the mean field is $V/L$, and one grain length $d$ carries

$$
V_b\sim \frac{V}{L}\,d=\frac{10\ \text{V}}{10\ \mu\text{m}}\times 0.050\ \mu\text{m}=50\ \text{mV}.
$$

There is about one boundary per grain. If the boundaries resist much more than the grain interiors, nearly all of this voltage falls at the boundary. The estimate scales as $Vd/L$: halving the grain length doubles the number of boundaries and halves the drop at each.

Three assumptions are hidden here: that boundaries may be counted as grains, that the interiors take little voltage, and that all boundaries share alike.

## Solution of the model

### Counting and sharing

The row holds $N_g=L/d=200$ grains. A boundary lies between two neighbouring grains, and the two ends of the row are contacts, so

$$
N_b=N_g-1=199 .
$$

Suppose for the moment that the boundaries take all the voltage. Their drops $V_1,\dots,V_{N_b}$ add up to $V$, so their mean is

$$
\frac{1}{N_b}\sum_{i=1}^{N_b}V_i=\frac{V}{N_b}=\frac{10\ \text{V}}{199}=50.25\ \text{mV}.
$$

This mean needs no assumption that the boundaries are alike. The drop at each one does. In a steady state, charge does not accumulate, so the same current density $J$ crosses every boundary of a uniform row. If all boundaries obey the same law $J(V_b)$, and this law rises steadily with $V_b$, one value of $J$ belongs to one value of $V_b$. The drops are then equal, whether or not the law is ohmic.

To find how much voltage the grains take, we need that law.

### The barrier at a boundary

Electrons caught in boundary traps leave positively charged donors uncovered on both sides. We treat these depletion layers as empty of free electrons and the trapped charge as fixed. At zero bias each layer has width $W$, and charge balance gives

$$
2nW=N_t,\qquad W=\frac{N_t}{2n}=12.5\ \text{nm}.
$$

Let $\phi(x)$ be the electron's potential energy divided by $q$. It has the opposite sign to the electric potential, so Poisson's equation in a depletion layer reads $\phi''=qn/\varepsilon$, where $\varepsilon$ is the permittivity. At the layer's outer edge both $\phi$ and its slope vanish. Integrating twice over the width $W$ gives the barrier

$$
\phi_0=\frac{qnW^2}{2\varepsilon}=\frac{qN_t^2}{8\varepsilon n}=166.3\ \text{mV}.
$$

Now let a voltage $V_b$ fall across the boundary. Call the side with the higher electron energy side 1; the net electron flow starts there. The layer widths become $W_1$ and $W_2$, and the barriers seen from the two sides are

$$
\phi_1=\frac{qnW_1^2}{2\varepsilon},\qquad
\phi_2=\frac{qnW_2^2}{2\varepsilon},\qquad
\phi_2-\phi_1=V_b .
$$

The trap charge is fixed, so $W_1+W_2=2W$. Factoring the difference of squares,

$$
V_b=\frac{qn}{2\varepsilon}(W_2-W_1)(W_2+W_1)=\frac{qnW}{\varepsilon}(W_2-W_1).
$$

Since $qnW/\varepsilon=2\phi_0/W$, this gives $W_2-W_1=WV_b/(2\phi_0)$. Combined with the fixed sum,

$$
W_{1,2}=W\left(1\mp\frac{V_b}{4\phi_0}\right),\qquad
\phi_{1,2}=\phi_0\left(1\mp\frac{V_b}{4\phi_0}\right)^2 .
$$

The upper sign belongs to side 1. The result holds for $V_b<4\phi_0$; at that voltage the layer on side 1 has vanished.

### The current over the barrier

Let electrons arrive at the boundary with a Maxwell distribution of velocities, and let those with enough energy cross. This is thermionic emission. With $k$ Boltzmann's constant, an electron must have a velocity component $v$ towards the boundary satisfying $mv^2/2>q\phi$. The flux from one side is

$$
n\sqrt{\frac{m}{2\pi kT}}\int_{\sqrt{2q\phi/m}}^{\infty}v\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi m}}\;e^{-q\phi/kT},
$$

because the integral equals $(kT/m)\,e^{-q\phi/kT}$. Write $u=kT/q=25.85$ mV for the thermal voltage and define

$$
J_0=qn\sqrt{\frac{kT}{2\pi m}}\;e^{-\phi_0/u}=1309\ \text{A/cm}^2 .
$$

The net current is the flux from side 1 minus that from side 2, times $q$. Expanding the squares gives $\phi_{1,2}-\phi_0=\mp V_b/2+V_b^2/(16\phi_0)$, so

$$
J=J_0\,e^{-V_b^2/(16\phi_0u)}\left(e^{V_b/2u}-e^{-V_b/2u}\right)
=2J_0\,e^{-V_b^2/(16\phi_0u)}\sinh\frac{V_b}{2u}.
$$

Does this law rise steadily, as equal sharing requires? Its logarithmic derivative is

$$
\frac{1}{J}\frac{dJ}{dV_b}=\frac{1}{2u}\left(\coth\frac{V_b}{2u}-\frac{V_b}{4\phi_0}\right).
$$

For $0<V_b<4\phi_0$ the hyperbolic cotangent exceeds 1 and the second term is below 1, so the derivative is positive. Identical boundaries within this range therefore have equal drops.

### Adding the grain interiors

The neutral parts of the grains have resistivity

$$
\rho=\frac{1}{qn\mu}=0.1248\ \Omega\,\text{cm}.
$$

Each boundary uses up a length $W_1+W_2=2W=25$ nm, whatever the bias. The neutral length left over is

$$
L_n=L-2N_bW=10\ \mu\text{m}-199\times0.025\ \mu\text{m}=5.025\ \mu\text{m}.
$$

The full voltage balance is

$$
V=N_bV_b+J(V_b)\,\rho L_n .
$$

For small drops, $\sinh(V_b/2u)\approx V_b/2u$ and the exponential is close to 1. Then $J\approx V_b/r_b$, with a boundary resistance times area

$$
r_b=\frac{u}{J_0}=\frac{0.02585\ \text{V}}{1309\ \text{A/cm}^2}=1.975\times10^{-5}\ \Omega\,\text{cm}^2 .
$$

The balance becomes an ordinary voltage divider:

$$
V_b\approx\frac{Vr_b}{N_br_b+\rho L_n}
=\frac{10\times1.975\times10^{-5}}{3.930\times10^{-3}+0.063\times10^{-3}}\ \text{V}
=49.46\ \text{mV}.
$$

If $N_br_b\gg\rho L_n$, this tends to $V/N_b$. In the opposite limit it tends to $Vr_b/(\rho L_n)$: the grains then take nearly all the voltage, and dividing 10 V by the number of boundaries no longer gives the boundary drop.

The drop is not small compared with $u$, so we return to the full law. Solving the balance numerically with a bracketing root finder gives

$$
V_b=49.37\ \text{mV},\qquad J=2796\ \text{A/cm}^2 .
$$

Substitution shows where the voltage goes. The interiors take

$$
J\rho L_n=2796\times0.1248\times5.025\times10^{-4}\ \text{V}=0.175\ \text{V},
$$

or 1.75% of the total. The remaining 9.825 V, divided by 199, is 49.37 mV.

## Comparison of the two

The estimate of 50 mV is 1.3% above the model's 49.37 mV. Two small errors act in opposite directions. Dividing by 200 grains instead of 199 boundaries lowers the answer by 0.5%; ignoring the grain interiors raises it by 1.8%. For the stated data, the answer is **about 50 mV per boundary**.

The counting error is small because the row is long. In general

$$
\frac{V}{N_b}=\frac{Vd/L}{1-d/L}.
$$

A channel of two grains has a single boundary, which would take the whole voltage if the interiors took none. The scaling estimate would give half of it.

The drop is nearly twice the thermal voltage, yet the current is only 12% above the ohmic value $V_b/r_b$. The hyperbolic sine raises it by a factor of 1.159, while the exponential multiplies it by 0.965; the product is 1.119. The exponential enters because the barrier on the emitting side falls by slightly less than half the applied drop, from 166.3 to 142.5 meV.

## When the boundaries do not share equally

**Unequal barriers.** Suppose the barriers follow a normal distribution with mean 166.3 meV and standard deviation 20 meV. We represent it by 199 evenly spaced quantiles, keep $n$ and $T$ fixed, give each boundary the current law above with its own barrier, and neglect the interiors. A numerical root search then finds the common current at which the drops add up to 10 V.

The mean remains 50.25 mV, as it must. The median is 44.5 mV, the smallest drop about 6 mV and the largest 159 mV. The spread is wide because the zero-bias resistance contains $e^{\phi/u}$: raising one barrier by 20 meV multiplies its resistance by $e^{20/25.85}\approx2.2$. The nonlinear law narrows the spread again: the zero-bias resistances alone would give drops from about 4 to 330 mV. The extremes also depend on the sample: in rows of 199 barriers drawn at random from the same distribution, the largest drop ranged from about 140 to 220 mV. In this row the current cannot avoid a high barrier. In a film with many grains side by side it can partly flow round one, so these figures belong to the single row.

**A gated channel.** In a transistor the electron density falls towards the drain. Let $V_o$ be the gate overdrive, the gate voltage above threshold measured from the source, and $V(x)$ the channel voltage. Take the mobile charge proportional to $V_o-V(x)$, with an effective mobility that is constant along the channel. Current continuity requires

$$
(V_o-V(x))\frac{dV}{dx}=C .
$$

Integrating from source to drain gives $CL=V_oV-V^2/2$, where $V$ without an argument is the total voltage. Multiplying $dV/dx$ by the length per boundary, $L/N_b$, yields

$$
V_b(x)=\frac{V}{N_b}\,\frac{V_o-V/2}{V_o-V(x)},\qquad V<V_o .
$$

For $V_o=40$ V the drop is $50.25\times35/40=44$ mV at the source and $50.25\times35/30=58.6$ mV at the drain. With constant mobility, equal sharing is recovered for $V\ll V_o$. This understates the unevenness, because at fixed trap charge the barrier varies as $1/n$ and stands in an exponent. As a rough trial, let $n$ fall in proportion to $V_o-V(x)$ from $10^{18}$ cm⁻³ at the source, give each boundary the current law above with its local density and barrier, and neglect the interiors. The drop then runs from about 23 mV at the source to 130 mV at the drain for $V_o=40$ V, and still from 43 to 59 mV for $V_o=200$ V. Equal sharing then needs roughly $V/V_o\ll u/\phi_0\approx0.16$.

## How firm are the current and the voltage?

The simple emission law omits several effects that change the current much more than the voltage per boundary. Each is sized here separately, at zero bias.

- **Tunnelling.** Electrons below the barrier top can pass through it. Weighting the semiclassical transmission $\exp\left[-(2/\hbar)\int\sqrt{2mq(\phi(x)-E)}\,dx\right]$ by the thermal factor $e^{-E/u}$, with $E$ the electron energy divided by $q$, and integrating numerically over energies below the top multiplies the current by about 2.7. This formula takes the transmission as 1 at and above the top; solving the Schrödinger equation for the same barrier gives 0.77 at the top and a factor of 2.5.
- **Degeneracy.** Fermi statistics at the same density and barrier multiply the emission current by 1.10.
- **Diffusion.** Electrons must also travel through the depletion layers. With the grain mobility there, the added resistance is $\int e^{\phi(x)/u}dx/(qn\mu)$ over both layers, or 0.85 of $r_b$.
- **Free electrons in the depletion layers.** Including their charge $-qne^{-\phi/u}$ in Poisson's equation and integrating once, with the same trap charge, gives $\phi-u(1-e^{-\phi/u})=\phi_0$. Since $\phi\gg u$, the barrier rises by nearly $u$, to 192 meV, and the emission current falls to 0.37 of its former value.

These factors should not simply be multiplied together, since each alters the conditions assumed for the others. They show that the omitted effects alone leave the calculated current uncertain by a factor of a few. The voltage responds much less to these corrections. As a rough trial of the voltage alone, multiply the boundary current by both the tunnelling and the degeneracy factors, about 3 in all, and let nothing oppose them: the balance still gives 47.8 mV. The other two effects make the boundaries more resistive and move the drop towards 50.25 mV.

The voltage is less firm against errors in the data, because the barrier grows as $N_t^2/n$ and stands in an exponent. With $N_t$ lower by 20%, the barrier is only 106 meV, the interiors take about 17% of the voltage, and the same model gives about 42 mV per boundary. The current is then about eight times larger, so errors in the data can outweigh the omitted effects. A higher $N_t$ moves the drop towards 50.25 mV.

At 360 K, with densities and grain mobility held fixed, more electrons cross the barriers. The interiors take a larger share, and the drop becomes 48.1 mV.

Contacts can matter as much. The channel resistance times its width is $V/(Jt)\approx715\ \Omega$ cm. Two contacts of 10 Ω cm each, an assumed rough value, would take $20/735=2.7\%$ of a voltage applied outside them.

Breakdown is remote in this example. The mean field is 0.01 MV/cm, and the peak field beside a boundary, $qnW_2/\varepsilon$, is 0.29 MV/cm. An electron that just clears the barrier and is not scattered on the way down arrives on the far side with $q\phi_2\approx142.5+49.4\approx192$ meV of kinetic energy, far below the band gap of roughly 3.3 eV. This comparison assumes that it loses the excess before gaining much more at later boundaries. The figure is an upper bound for one boundary: the stated mobility corresponds to a mean free path $(\mu m/q)\sqrt{3kT/m}\approx1.8$ nm, much shorter than the 13 nm layer, so few electrons cross it unscattered.

Heating is also slight on a good heat sink. The film produces $JVt/L\approx140$ W/cm². For 100 nm of silicon dioxide on a 500 µm silicon wafer, with rough conductivities of 1.4 and 150 W/(m K), one-dimensional flow through the oxide and half-cylindrical spreading in the wafer give a rise of about 0.3 K. This figure does not carry over to a glass substrate, which conducts heat poorly. A conducting wafer under so thin an oxide also acts as a gate: with relative permittivity 3.9, a difference of 10 V across the oxide induces about 43% of the film's donor charge $qnt$. On such a substrate the electron density is not uniform along the channel and the gated case applies, so the figure serves only as a size for the heating.

## The model beside a real film

The parameters describe a fairly conductive zinc oxide film, not a measured device. A donor density of $10^{18}$ cm⁻³ is high for a transistor channel that must be switched off. It cannot be lowered freely in this model: separate depletion layers require $2W<d$, or $n>N_t/d=5\times10^{17}$ cm⁻³ for the stated traps and grains. Below that density the traps can deplete whole grains, and the division into barriers and neutral interiors fails. It is already poor somewhat above the limit, because real depletion layers have no sharp edges: at $6\times10^{17}$ cm⁻³, Poisson's equation with free electrons included gives an electron density at the grain centre of only about half the donor density. The result for each single boundary also rests on the assumption that all boundaries are identical. In the single-row example, a barrier spread of 20 meV leaves the mean at 50 mV but lets individual drops range from a few mV to well over 100 mV (6 to 159 mV for evenly spaced quantiles). The figure of 50 mV is therefore safe as a mean when boundaries dominate the resistance; as the drop at each boundary it also requires nearly equal barriers and a nearly uniform electron density.
